# A Chebyshev smoother for multigrid compared with repeated damped Jacobi

## Definitions and conventions

The linear system is $Ax=f$, where $A$ is real, symmetric and positive definite and $D$ is its diagonal. For an iterate $x_j$, the error is $e_j=x_*-x_j$, with $x_*$ the solution, and the residual is $r_j=f-Ax_j=Ae_j$. Write $X=D^{-1}A$ and let $\lambda$ denote its eigenvalues. Since $X$ is similar to the symmetric positive definite matrix $D^{-1/2}AD^{-1/2}$, every $\lambda$ is real and positive.

A smoother must damp the error components that a coarser grid cannot represent. They are assigned to an interval $[a,b]$ with $0<a<b$ and $b\ge\lambda_{\max}$. Define

$$
\theta=\frac{a+b}{2},\quad \delta=\frac{b-a}{2},\quad
\sigma=\frac{\theta}{\delta},\quad \kappa=\frac ba,\quad
s(\lambda)=\frac{\theta-\lambda}{\delta}.
$$

The map $s$ takes $a$ to $1$, $b$ to $-1$ and $0$ to $\sigma>1$. $T_k$ is the Chebyshev polynomial of degree $k$, with $T_k(\cos t)=\cos kt$ and $T_k(\cosh t)=\cosh kt$. Cost is counted in products by $A$.

The smoother of degree $k$ multiplies the error by $p_k(X)$, where

$$
p_k(\lambda)=\frac{T_k(s(\lambda))}{T_k(\sigma)},\qquad
\mu_k=\max_{[a,b]}|p_k|=\frac1{T_k(\sigma)} .
$$

The number $\mu_k$ is the smoothing factor: a worst-case damping on the target interval. It is neither an average damping nor the convergence factor of a multigrid cycle.

## The scheme

```
smooth(A, D, f, x, a, b, k):        # k >= 1
    theta = (a+b)/2; delta = (b-a)/2
    sigma = theta/delta; rho = 1/sigma
    r = f - A x
    d = D^-1 r / theta
    x = x + d
    repeat k-1 times:
        r = r - A d
        rho_new = 1/(2 sigma - rho)
        d = rho_new*rho*d + (2 rho_new/delta) D^-1 r
        rho = rho_new
        x = x + d
    return x
```

## Choosing the interval

Take the Poisson equation $-\nabla^2V=4\pi n$ for the Hartree potential $V$ of an electron density $n$, in atomic units, with the 7-point stencil of spacing $h$. Away from the boundary,

$$
(Au)_{\mathbf m}=\frac1{h^2}\Big(6u_{\mathbf m}-\sum_{\text{6 neighbours}}u\Big).
$$

With zero boundary values and $N$ intervals per side, the eigenvectors are products of sines with angles $\theta_i=\pi j_i/N$. The two neighbours in direction $i$ add up to $2\cos\theta_i$ times the central value, so the eigenvalue of $A$ is $(6-2\sum_i\cos\theta_i)/h^2$. Division by the diagonal $6/h^2$ gives

$$
\lambda=\frac13\sum_{i=1}^3(1-\cos\theta_i).
$$

The spacing has cancelled. A grid of spacing $2h$ represents angles below $\pi/2$, so a mode is called high-frequency if at least one $\theta_i\ge\pi/2$. That direction contributes at least $1/3$ and the others are non-negative. Hence high modes lie in $[1/3,2]$, and

$$
a=\tfrac13,\quad b=2,\quad \kappa=6,\quad \sigma=\frac{7/3}{5/3}=\frac75 .
$$

The converse does not hold: some low-frequency modes also have $\lambda>1/3$. They are damped too, which does no harm.

If the directions carry weights $c_i$, for example $c_i=1/h_i^2$ for unequal spacings, the same calculation gives $\lambda=\sum_ic_i(1-\cos\theta_i)/\sum_ic_i$ and therefore $a=c_{\min}/\sum_ic_i$.

The value $b=2$ holds more widely. If in each row the off-diagonal magnitudes sum to no more than the diagonal entry, Gershgorin's theorem places the eigenvalues of $X$ within distance 1 of 1. Higher-order stencils can violate this condition. The fourth-order second difference has symbol proportional to $g(\theta)=30-32\cos\theta+2\cos2\theta$ and diagonal 30. Its derivative, $\sin\theta\,(32-8\cos\theta)$, is non-negative on $[0,\pi]$, so $g$ increases there. With $g(\pi)=64$ and $g(\pi/2)=28$, the three-dimensional interval on an unbounded or periodic grid is

$$
b=\frac{64}{30}=\frac{32}{15},\qquad a=\frac{28}{3\cdot30}=\frac{14}{45},\qquad \kappa=\frac{48}{7}.
$$

Here $b=2$ would be too small.

## Damped Jacobi as the reference

One sweep, $x\leftarrow x+\omega D^{-1}r$, multiplies the error by $I-\omega X$. On $[a,b]$ the worst factor is $\max(|1-\omega a|,|1-\omega b|)$, because a linear function has its largest magnitude at an end point. The two values balance when $1-\omega a=\omega b-1$. A smaller $\omega$ increases the first and a larger one increases the second, so the optimum is

$$
\omega=\frac2{a+b}=\frac1\theta,\qquad
1-\frac a\theta=\frac{\theta-a}{\theta}=\frac\delta\theta=\frac1\sigma .
$$

Thus $k$ equal sweeps give at best $\sigma^{-k}$. Their polynomial is $(1-\lambda/\theta)^k=(s/\sigma)^k$.

## Why the Chebyshev polynomial is optimal

Any method that updates $x$ with fixed combinations of preconditioned residuals, using at most $k$ products from a general starting vector, gives $e_k=q_k(X)e_0$, with $q_k$ of degree at most $k$ and $q_k(0)=1$. The constraint expresses that a zero residual causes no change. The task is to minimize $\max_{[a,b]}|q_k|$.

Consider the $k+1$ points $\lambda_j=\theta-\delta\cos(j\pi/k)$, $j=0,\dots,k$, in increasing order. There $s=\cos(j\pi/k)$, so $p_k(\lambda_j)=(-1)^j\mu_k$. Lagrange interpolation is exact for degree at most $k$:

$$
1=q_k(0)=\sum_{j=0}^k\ell_j\,q_k(\lambda_j),\qquad
\ell_j=\prod_{i\ne j}\frac{\lambda_i}{\lambda_i-\lambda_j}.
$$

All numerators are positive, and the $j$ factors with $i<j$ have negative denominators, so $\ell_j$ has the sign $(-1)^j$. Inserting $p_k$ gives $1=\mu_k\sum_j|\ell_j|$. For any competitor,

$$
1\le\sum_j|\ell_j|\,|q_k(\lambda_j)|\le\frac{\max_{[a,b]}|q_k|}{\mu_k},
$$

so its maximum is at least $\mu_k$. Equality requires $q_k(\lambda_j)=(-1)^j\mu_k$ at all $k+1$ points, which fixes $q_k=p_k$. A direct minimization by linear programming agrees with $\mu_k$ within a relative $10^{-3}$ for $k=1$ to $5$.

These bounds become norm bounds because $X$ is self-adjoint in both inner products $u^TDv$ and $u^TAv$. On the span of eigenvectors with $\lambda\in[a,b]$, the norm of $p_k(X)$ in either is the largest $|p_k(\lambda)|$ present, hence at most $\mu_k$. A constant diagonal is not needed.

## Smoothing factor against degree

From $\sigma=(\kappa+1)/(\kappa-1)$,

$$
\sigma^2-1=\frac{(\kappa+1)^2-(\kappa-1)^2}{(\kappa-1)^2}=\frac{4\kappa}{(\kappa-1)^2},
$$

$$
\sigma+\sqrt{\sigma^2-1}=\frac{(\sqrt\kappa+1)^2}{(\sqrt\kappa-1)(\sqrt\kappa+1)}=\frac1q,
\qquad q=\frac{\sqrt\kappa-1}{\sqrt\kappa+1}.
$$

With $\sigma=\cosh t$ the left side is $e^t$, so $T_k(\sigma)=\cosh kt=(q^{-k}+q^k)/2$ and

$$
\boxed{\mu_k=\frac{2q^k}{1+q^{2k}}}
$$

For the comparison, expand $T_k(\sigma)=\tfrac12[(\sigma+\sqrt{\sigma^2-1})^k+(\sigma-\sqrt{\sigma^2-1})^k]$. Odd powers of the root cancel:

$$
T_k(\sigma)=\sum_{j\ge0}\binom{k}{2j}\sigma^{k-2j}(\sigma^2-1)^j .
$$

The $j=0$ term is $\sigma^k$ and the others are positive. Therefore $\mu_k<\sigma^{-k}$ for $k\ge2$, with equality for $k=1$, where the two methods coincide.

The size of the gain follows from $1/\sigma=2q/(1+q^2)$:

$$
\frac{\mu_k}{\sigma^{-k}}=2^{1-k}\,\frac{(1+q^2)^k}{1+q^{2k}} .
$$

For a narrow interval, $q\to0$ and Chebyshev is better by a factor $2^{k-1}$. For $\kappa\to\infty$ at fixed $k$, the ratio tends to 1 and both methods smooth poorly. In that limit $\sigma-1\approx2/\kappa$ and $T_k'(1)=k^2$, so $1-\mu_k\approx2k^2/\kappa$, against $1-\sigma^{-k}\approx2k/\kappa$.

To reach a factor $\varepsilon<1$, the smallest sufficient numbers of products are

$$
k_{\rm C}=\left\lceil\frac{\operatorname{arccosh}(1/\varepsilon)}{\operatorname{arccosh}\sigma}\right\rceil,
\qquad
k_{\rm J}=\left\lceil\frac{\ln(1/\varepsilon)}{\ln\sigma}\right\rceil .
$$

For large $\kappa$, $\operatorname{arccosh}\sigma=\ln(1/q)\approx2/\sqrt\kappa$ and $\ln\sigma\approx2/\kappa$. The counts then grow as $\sqrt\kappa$ and $\kappa$ respectively.

## Derivation of the recurrence

Let $t_j=T_j(\sigma)$ and $\rho_j=t_j/t_{j+1}$, so $\rho_0=1/\sigma$. Dividing $t_{j+1}=2\sigma t_j-t_{j-1}$ by $t_j$ gives

$$
\frac1{\rho_j}=2\sigma-\rho_{j-1},\qquad\text{or}\qquad 2\sigma\rho_j=1+\rho_j\rho_{j-1}.
$$

Next divide $T_{j+1}(s)=2sT_j(s)-T_{j-1}(s)$ by $t_{j+1}$. Since $T_j(s)/t_{j+1}=\rho_jp_j$ and $T_{j-1}(s)/t_{j+1}=\rho_j\rho_{j-1}p_{j-1}$,

$$
p_{j+1}=2\rho_j\Big(\sigma-\frac\lambda\delta\Big)p_j-\rho_j\rho_{j-1}p_{j-1}.
$$

Replace $2\sigma\rho_j$ by $1+\rho_j\rho_{j-1}$ and subtract $p_j$:

$$
p_{j+1}-p_j=\rho_j\rho_{j-1}(p_j-p_{j-1})-\frac{2\rho_j}{\delta}\lambda p_j .
$$

The update is $d_j=x_{j+1}-x_j=e_j-e_{j+1}$, which is minus the polynomial difference applied to $e_0$. Since $Xe_j=D^{-1}Ae_j=D^{-1}r_j$,

$$
d_j=\rho_j\rho_{j-1}d_{j-1}+\frac{2\rho_j}{\delta}D^{-1}r_j .
$$

The start follows from $p_1=s/\sigma=1-\lambda/\theta$, which gives $d_0=D^{-1}r_0/\theta$. The residual obeys $r_{j+1}=r_j-Ad_j$. These are the lines of the pseudocode.

## Cost and numerical stability

Degree $k$ takes $k$ products by $A$: one for the initial residual and $k-1$ in the loop. This equals the count for $k$ Jacobi sweeps. The extra cost is the stored vector $d$ and its scaling and addition. No inner products are needed. If $x=0$ on entry, the first product can be skipped. The residual after the last update is not formed, so restricting it to a coarser grid costs one more product in either method.

The same $p_k$ results from $k$ Jacobi sweeps whose weights are the inverse roots of $p_k$. For $\kappa=6$ and $k=3$ these weights are 2.247, 0.857 and 0.530. In that form, a first sweep with weight 2.247 multiplies a mode at $\lambda=2$ by $1-4.49=-3.49$, and later sweeps must remove the growth. In the recurrence every intermediate error is $p_j(X)e_0$, with $|p_j|<1$ for $j\ge1$ on the spectrum when $b\ge\lambda_{\max}$. Its denominators are also safe: $\rho_{j-1}<1<\sigma$ implies $2\sigma-\rho_{j-1}>1$.

A fixed degree and interval also give a symmetric preconditioner. Starting from $x=0$, the result is $(I-p_k(X))A^{-1}f$. Because $1-p_k(\lambda)=\lambda g(\lambda)$ for some polynomial $g$, the operator is $g(X)D^{-1}$, which is symmetric. It is positive definite when $p_k<1$ on the spectrum.

## Worked example: a cubic grid

The grid has $31^3$ interior points and spacing 0.25 bohr. The initial error contains every sine mode with equal amplitude, so the amplitudes after smoothing give the factor of each mode. For $k=3$,

$$
T_3(1.4)=4(1.4)^3-3(1.4)=6.776,\qquad \mu_3=\frac1{6.776}=0.1476,
$$

while three Jacobi sweeps give $(5/7)^3=0.3644$. The worst factors on high modes are:

| $k$ | $\mu_k$ | measured | $\sigma^{-k}$ | measured |
|---|---|---|---|---|
| 1 | 0.7143 | 0.7115 | 0.7143 | 0.7115 |
| 2 | 0.3425 | 0.3425 | 0.5102 | 0.5063 |
| 3 | 0.1476 | 0.1476 | 0.3644 | 0.3602 |
| 4 | 0.0623 | 0.0623 | 0.2603 | 0.2563 |

The Jacobi measurements lie slightly below the formula because the high modes of this finite grid extend only from 0.3365 to 1.9952, and the Jacobi factor reaches $\sigma^{-k}$ only at the interval ends $1/3$ and 2. For $k\ge2$ the Chebyshev polynomial also reaches the magnitude $\mu_k$ inside the interval, where there are many eigenvalues, so the difference is not visible.

A factor 0.1 takes 4 products with Chebyshev and 7 with Jacobi. One application of degree 4 is better than two of degree 2, which give $0.3425^2=0.117$ for the same cost.

The average tells a different story. The root-mean-square factor over high modes at $k=3$ is 0.104 for Chebyshev and 0.072 for Jacobi; Jacobi is also lower at $k=2$ and $k=4$. The distribution of eigenvalues makes this plausible. For uniformly distributed angles the mean of $\lambda$ over all modes is 1. The low modes, one eighth of the total, have mean $1-2/\pi$. The high modes therefore have mean

$$
\frac{1-\frac18(1-2/\pi)}{7/8}=1+\frac{2}{7\pi}\approx1.09,
$$

close to the $k$-fold zero of the Jacobi polynomial at $\theta=7/6$. Chebyshev gives up some damping there to control the ends of the interval. An error spread evenly over the high modes can thus make Jacobi look better at low degree, although its slowest high mode is damped less. The advantage is limited. At $k=5$ the high-mode average favours Chebyshev, 0.018 against 0.024. If the low modes are included in the average, Chebyshev is already ahead at $k=3$, 0.144 against 0.161.

## What a two-grid cycle sees

Now apply the smoother once and follow it with a coarse-grid correction, using trilinear interpolation $P$ and the coarse matrix $P^TAP$, on $7^3$ points. The error factors per cycle are:

| $k$ | Chebyshev | Jacobi |
|---|---|---|
| 1 | 0.6708 | 0.6708 |
| 2 | 0.3423 | 0.4500 |
| 3 | 0.1475 | 0.3018 |
| 4 | 0.0635 | 0.2025 |

The Jacobi column can be traced to one kind of mode. If $\theta_i=\pi/2$ in some direction, the mode vanishes at the even points of that direction and has opposite values on either side of them. The weights $(\tfrac12,1,\tfrac12)$ of $P^T$ then give zero. The coarse correction does not see the mode, and $p_k(\lambda)$ is an eigenvalue of the whole cycle. On this grid, with $N=8$, the lowest such mode has $\lambda=[1+2(1-\cos\frac\pi8)]/3=0.384$, and $1-\frac67(0.384)=0.671$. The Jacobi column consists of the powers of this number. It therefore depends on the grid: on finer grids this $\lambda$ moves toward $1/3$ and the column approaches $\sigma^{-k}$. On $31^3$ points it reads 0.7115, 0.5063, 0.3602 and 0.2563, while the Chebyshev entries for $k=2$ to $4$ change by at most 0.0004.

For Chebyshev at $k=4$, the cycle factor 0.0635 exceeds $\mu_4=0.0623$. The smoothing factor is therefore not an upper bound on the cycle factor: errors that the coarse grid represents imperfectly also contribute. The coarse correction is an orthogonal projection in the inner product $u^TAv$, so a cycle factor above $\mu_k$ requires components with $\lambda<a$, where $p_k>\mu_k$. Here the slowest error, measured after the correction, has about 5% of its squared Euclidean norm in a low mode with $\lambda=0.221$ and the rest in high modes coupled to it by the correction; measured after the smoother, the low share is about 46%. At higher degree this contribution dominates and the cycle factor stops following $\mu_k$. On $31^3$ points it is 0.064, 0.057 and 0.063 for $k=4,5,6$, while $\mu_k$ falls from 0.062 to 0.026 and 0.011. With this interval and coarse correction, raising the degree beyond 4 gains almost nothing per cycle.

## Failure modes

**Upper bound too small.** If $0<\lambda<a+b$, then $|s|<\sigma$ and $|p_k|<1$. If $\lambda>a+b$, then $s<-\sigma$ and $|p_k|>1$. Jacobi with $\omega=2/(a+b)$ has the same threshold. To compare the sizes, note that

$$
\frac{T_k(s)}{s^k}=\sum_j\binom{k}{2j}(1-s^{-2})^j
$$

increases with $s$ for $s\ge1$ and $k\ge2$. Beyond the threshold, Chebyshev therefore amplifies more than Jacobi. Take $k=4$ and keep $\kappa=6$. With $b=1.8$, $a+b=2.10$ still exceeds the spectrum, but the worst high-mode factor rises from 0.062 to 0.528 (Jacobi: 0.657). With $b=1.5$, $a+b=1.75$ and the factors are 3.60 and 2.69, so both methods diverge. An estimate of $\lambda_{\max}$ that approaches it from below needs a safety margin.

**Lower end misplaced.** For $0<\lambda<a$, $p_k$ lies between $\mu_k$ and 1. High modes left below $a$ are thus damped less than intended. Setting $a$ too low increases $\kappa$ and with it the worst-case factor $\mu_k$, which is attained at $\lambda=b$; individual modes near the shifted zeros of $p_k$ may still be damped better. By the monotonicity above, $p_k$ is still smaller than the Jacobi polynomial for $0<\lambda<a$ and $k\ge2$.

**Weak coupling in one direction.** For weights $(1,1,0.1)$, $a=0.1/2.1=0.0476$ and $\kappa=42$. A factor 0.1 now takes 10 products with Chebyshev and 49 with Jacobi. Chebyshev softens the difficulty without removing it; coarsening only the strongly coupled directions would change which modes have to be damped.

**Variable coefficients.** The norm bound still holds. For a $12\times12$ grid with randomly varying positive coefficients, $a=0.5$ and $b=2$, the norm on the upper eigenspace at $k=3$ is 0.0740, equal to the bound at this precision. The upper eigenspace need not, however, coincide with the functions that the coarse grid misses.

**Loss of positive definiteness.** A shifted Hamiltonian $H-E$ with $E$ inside its spectrum has negative eigenvalues. Even if its diagonal is positive, $X$ then has some $\lambda<0$, for which $s>\sigma$ and $p_k>1$: these components grow. A periodic Poisson problem is singular: it has a solution only if the right-hand side has zero mean, so the mean of the electron density must first be subtracted (a neutralizing background). The constant mode has $\lambda=0$, and $p_k(0)=1$ then leaves its error unchanged, so the mean of $V$ must be fixed separately. Without the subtraction, the mean of the iterate drifts with every application. For a non-symmetric $A$, bounds on the eigenvalues alone no longer bound the norm of the error.

The numerical output below gives the remaining degrees and cases.

## Calculated quantities

```
grid: 31^3 interior points, spacing 0.25 bohr
high-mode eigenvalues on this grid: 0.3365 to 1.9952
target interval a = 0.3333, b = 2.0000, b/a = 6.000
sigma = 1.4000, Jacobi weight = 0.8571
q = 0.4202, Jacobi factor per sweep = 0.7143
worst factor on high modes (formula, measured on grid):
 k  Cheb.form Cheb.meas  Jac.form  Jac.meas
 1    0.71429   0.71153   0.71429   0.71153
 2    0.34247   0.34247   0.51020   0.50628
 3    0.14758   0.14758   0.36443   0.36024
    weights 1/root for k=3: 2.2473, 0.8571, 0.5296
 4    0.06229   0.06229   0.26031   0.25632
 5    0.02620   0.02620   0.18593   0.18238
 6    0.01101   0.01101   0.13281   0.12977
 7    0.00463   0.00463   0.09486   0.09234
rms factor on high modes, k=2: Chebyshev 0.2587, Jacobi 0.1381
rms factor on high modes, k=3: Chebyshev 0.1043, Jacobi 0.0724
rms factor on high modes, k=4: Chebyshev 0.0443, Jacobi 0.0410
direction weights (1, 1, 1): a = 0.3333, b/a = 6.0, sigma = 1.4000
  products for factor 0.1: Chebyshev 4, Jacobi 7
direction weights (1, 1, 0.1): a = 0.0476, b/a = 42.0, sigma = 1.0488
  products for factor 0.1: Chebyshev 10, Jacobi 49
b set to 1.8, a+b = 2.10, k=4, worst high mode: Cheb 0.528, Jac 0.657
b set to 1.5, a+b = 1.75, k=4, worst high mode: Cheb 3.604, Jac 2.686
variable coefficients, 12x12 grid: eigenvalues 0.0266 to 1.9734, a = 0.5
  k=2: norm on upper eigenspace 0.21951, bound 0.21951
  k=3: norm on upper eigenspace 0.07396, bound 0.07397
  k=4: norm on upper eigenspace 0.02469, bound 0.02469
two-grid error factor per cycle, 7^3 points:
  k=1: Chebyshev 0.6708, Jacobi 0.6708
  k=2: Chebyshev 0.3423, Jacobi 0.4500
  k=3: Chebyshev 0.1475, Jacobi 0.3018
  k=4: Chebyshev 0.0635, Jacobi 0.2025
```
